# Energy Width of Cold Field Emission Through a Triangular Barrier: a numerical check

```python
"""Zero-temperature field emission through a triangular barrier.

Result under test: the total-energy distribution of the emitted current has
full width at half maximum (FWHM)  w = d ln 2,  d = hbar e F / (2 sqrt(2 m phi)),
to leading order in d/phi.
phi: work function (eV); F: field (V/nm); W: normal energy, E: total energy,
both from the Fermi level (eV); D(W): transmission; G: tunnelling exponent;
C = 2m/hbar^2 in 1/(eV nm^2); lengths in nm.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import cumulative_trapezoid, quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import airy, expit, lambertw

C = 2 * sc.m_e * sc.e / sc.hbar**2 * 1e-18
COULOMB = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9      # e^2/(4 pi eps0), eV nm
KB = sc.k / sc.e                                       # eV/K
phi, field, band_depth = 4.5, 4.0, 9.0
LN2 = np.log(2)


def decay_energy(F):
    return F / (2 * np.sqrt(C * phi))


def exponent_closed(H, F):
    return 4 * np.sqrt(C) * H**1.5 / (3 * F)


def exact_transmission(W, F):
    """Outgoing Airy wave matched to plane waves in the metal."""
    k = np.sqrt(C * (band_depth + W))
    scale = (C * F)**(1 / 3)
    ai, aip, bi, bip = airy(scale * (phi - W) / F)
    psi = bi + 1j * ai
    slope = -scale * (bip + 1j * aip)
    incident = (psi + slope / (1j * k)) / 2
    return scale / np.pi / (k * np.abs(incident)**2)


nodes, weights = np.polynomial.legendre.leggauss(80)


def exponent_image(H, F, image):
    """WKB exponent for barrier H - F x - image/x, by quadrature."""
    H = np.atleast_1d(H)[:, None]
    root = np.sqrt(H**2 - 4 * F * image)
    middle, half = H / (2 * F), root / (2 * F)
    angle = nodes * np.pi / 2
    x = middle + half * np.sin(angle)
    integrand = np.sqrt(F / x) * (half * np.cos(angle))**2
    return 2 * np.sqrt(C) * (integrand @ weights) * np.pi / 2


def exponent_curved(H, F, radius):
    """WKB exponent for the potential drop F x R/(R+x) near a sphere."""
    H = np.atleast_1d(H)[:, None]
    turning = H * radius / (F * radius - H)
    u = (nodes + 1) / 2
    x = turning * (1 - u**2)
    height = H - F * x * radius / (radius + x)
    integrand = np.sqrt(np.maximum(height, 0)) * 2 * turning * u
    return 2 * np.sqrt(C) * (integrand @ weights) / 2


def fwhm(energy, y):
    half = y.max() / 2
    above = np.flatnonzero(y >= half)
    lo, hi = above[0], above[-1]
    left = np.interp(half, y[lo-1:lo+1], energy[lo-1:lo+1])
    if hi == len(energy) - 1:          # sharp Fermi edge at the last point
        return energy[hi] - left
    right = np.interp(half, [y[hi+1], y[hi]], [energy[hi+1], energy[hi]])
    return right - left


grid = np.arange(-17999, 1201) * 5e-4
cold = grid <= 0


def total_width(D, temperature=0.0):
    j = cumulative_trapezoid(D, grid, initial=0)
    if temperature == 0:
        return fwhm(grid[cold], j[cold])
    return fwhm(grid, j * expit(-grid / (KB * temperature)))


def normal_width(D):
    return fwhm(grid[cold], -grid[cold] * D[cold])


# Exponent and its slope: closed forms against numerical barrier integrals
d = decay_energy(field)
G0 = exponent_closed(phi, field)
G_numeric = exponent_image(phi, field, 0.0)[0]
assert abs(G_numeric / G0 - 1) < 1e-6
assert abs(exponent_curved(phi, field, 1e9)[0] / G0 - 1) < 1e-6
step = 1e-3
pair = exponent_image(np.array([phi + step, phi - step]), field, 0.0)
d_numeric = 2 * step / (pair[0] - pair[1])
assert abs(d_numeric / d - 1) < 1e-5

# Exact transmission against direct integration of the Schroedinger equation
x_end = phi / field + 20
q = np.sqrt(C * (field * x_end - phi))
psi_end = q**-0.5 + 0j
slope_end = (1j * q - C * field / (4 * q**2)) * psi_end
solution = solve_ivp(lambda x, y: [y[1], C * (phi - field * x) * y[0]],
                     (x_end, 0), [psi_end, slope_end], method="DOP853",
                     rtol=1e-9, atol=1e-11)
k_fermi = np.sqrt(C * band_depth)
incident = (solution.y[0, -1] + solution.y[1, -1] / (1j * k_fermi)) / 2
D_ode = 1 / (k_fermi * abs(incident)**2)
D_exact = exact_transmission(grid, field)
D_fermi = exact_transmission(0.0, field)
assert abs(D_ode / D_fermi - 1) < 1e-3

# Total-energy distribution against an explicit sum over wavevectors
dk_t, dk_z = 0.01, 0.002
k_t = np.arange(0, 8.3, dk_t) + dk_t / 2
kt_squared = np.sort((k_t[:, None]**2 + k_t[None, :]**2).ravel())
k_z = np.arange(13.0, k_fermi, dk_z) + dk_z / 2
W_z = k_z**2 / C - band_depth
edges = np.array([-0.20, -0.15, -0.10, -0.05, 0.0])
counts = np.diff(np.searchsorted(kt_squared, C * (edges - W_z[:, None])), axis=1)
flux = 2 * k_z / C * exact_transmission(W_z, field)
lattice = 2 / (2 * np.pi)**3 * 4 * dk_t**2 * dk_z * (flux @ counts)
j_exact = cumulative_trapezoid(D_exact, grid, initial=0)
running = cumulative_trapezoid(j_exact, grid, initial=0)
formula = C / (4 * np.pi**2) * np.diff(np.interp(edges, grid, running))
lattice_error = np.max(np.abs(lattice / formula - 1))
assert lattice_error < 0.005           # finite lattice spacing


# Full WKB width, its upper bound, and the first correction
def wkb_width(F):
    dF, base = decay_energy(F), exponent_closed(phi, F)

    def tail(y):
        return quad(lambda s: np.exp(base - exponent_closed(phi + s, F)),
                    y, y + 40 * dF, epsabs=1e-13, epsrel=1e-11, limit=200)[0]
    whole = tail(0.0)
    return brentq(lambda y: tail(y) - whole / 2, 0, 2 * dF, xtol=1e-13)


def corrected_width(F):
    dF = decay_energy(F)
    return dF * (LN2 - dF / (4 * phi) * (LN2**2 + 2 * LN2))


for F in (1.0, 2.0, 4.0, 6.0):
    assert wkb_width(F) < decay_energy(F) * LN2
residual = [abs(wkb_width(F) - corrected_width(F)) / decay_energy(F)
            for F in (2.0, 1.0)]
assert 3.4 < residual[0] / residual[1] < 4.6    # next term is quadratic in F

# Exact widths approach the leading formulas as the field falls
leading = d * LN2
u_near = -lambertw(-0.5 / np.e, 0).real
u_far = -lambertw(-0.5 / np.e, -1).real
normal_factor = u_far - u_near
exact = total_width(D_exact)
exact_normal = normal_width(D_exact)
D_weak = exact_transmission(grid, 1.0)
weak, weak_normal = total_width(D_weak), normal_width(D_weak)
d_weak = decay_energy(1.0)
err = abs(exact / leading - 1)
err_weak = abs(weak / (d_weak * LN2) - 1)
err_n = abs(exact_normal / (normal_factor * d) - 1)
err_n_weak = abs(weak_normal / (normal_factor * d_weak) - 1)
assert err < 0.05 and err_weak < 0.4 * err
assert err_n < 0.10 and err_n_weak < 0.4 * err_n

# Effects outside the model
wkb = wkb_width(field)
D_image = np.exp(-exponent_image(phi - grid, field, COULOMB / 4))
image_cold, image_300 = total_width(D_image), total_width(D_image, 300)
G_image = exponent_image(phi, field, COULOMB / 4)[0]
lowering = np.sqrt(COULOMB * field)
tip_radius = 100.0
curved = total_width(np.exp(-exponent_curved(phi - grid, field, tip_radius)))
warm_77, warm_300 = total_width(D_exact, 77), total_width(D_exact, 300)
assert image_cold < wkb and curved < wkb
assert exact < warm_77 < warm_300 and image_300 > image_cold
current, voltage, drift = 100e-9, 2000.0, 10e-3
speed = np.sqrt(2 * sc.e * voltage / sc.m_e)
gap = speed * sc.e / current
push = COULOMB * (drift * 1e9) / (gap * 1e9)**2

print(f"Work function: {phi:.1f} eV")
print(f"Field: {field:.1f} V/nm")
print(f"Band depth below Fermi level: {band_depth:.1f} eV")
print(f"2m/hbar^2: {C:.4f} 1/(eV nm^2)")
print(f"Decay constant sqrt(2 m phi)/hbar: {np.sqrt(C*phi):.3f} 1/nm")
print(f"Barrier thickness at Fermi level: {phi/field:.3f} nm")
print(f"Exponent G at Fermi level, closed form: {G0:.3f}")
print(f"Exponent G at Fermi level, quadrature: {G_numeric:.3f}")
print(f"exp(-G) at Fermi level: {np.exp(-G0):.3e}")
print(f"Exact transmission at Fermi level, Airy: {D_fermi:.3e}")
print(f"Exact transmission at Fermi level, ODE: {D_ode:.3e}")
print(f"Energy d, formula: {d:.4f} eV")
print(f"Energy d, numerical slope: {d_numeric:.4f} eV")
print(f"Ratio d/phi: {d/phi:.4f}")
print(f"Largest wavevector-sum deviation: {100*lattice_error:.3f} %")
print(f"Leading width d ln 2: {leading:.4f} eV = {1000*leading:.1f} meV")
print(f"Width with first correction: {corrected_width(field):.4f} eV")
print(f"Full WKB width: {wkb:.4f} eV")
print(f"Exact triangular-barrier width: {exact:.4f} eV")
print(f"Exact width relative to d ln 2: {exact/leading:.4f}")
print(f"Exact width at 1 V/nm: {weak:.4f} eV")
print(f"Leading width at 1 V/nm: {d_weak*LN2:.4f} eV")
print(f"Normal-energy half points u: {u_near:.4f} and {u_far:.4f}")
print(f"Normal-energy width factor: {normal_factor:.4f}")
print(f"Normal-energy width, leading: {normal_factor*d:.4f} eV")
print(f"Normal-energy width, exact barrier: {exact_normal:.4f} eV")
print(f"Thermal energy kT at 300 K: {KB*300:.4f} eV")
print(f"Exact-barrier width at 77 K: {warm_77:.4f} eV")
print(f"Exact-barrier width at 300 K: {warm_300:.4f} eV")
print(f"Image-force barrier lowering: {lowering:.3f} eV")
print(f"Exponent with image force: {G_image:.3f}")
print(f"exp(-G) gain from image force: {np.exp(G0-G_image):.1f} times")
print(f"Image-barrier WKB width at 0 K: {image_cold:.4f} eV")
print(f"Image-barrier WKB width at 300 K: {image_300:.4f} eV")
print(f"Tip radius: {tip_radius:.0f} nm")
print(f"Curved-tip WKB width at 0 K: {curved:.4f} eV")
print(f"Emission current: {current*1e9:.0f} nA")
print(f"Drift voltage: {voltage/1000:.1f} kV")
print(f"Drift length: {drift*1000:.0f} mm")
print(f"Mean gap between electrons: {gap*1e6:.1f} um")
print(f"Coulomb push scale, one pair: {push*1000:.2f} meV")
print("verified")
```

Output:

```
Work function: 4.5 eV
Field: 4.0 V/nm
Band depth below Fermi level: 9.0 eV
2m/hbar^2: 26.2468 1/(eV nm^2)
Decay constant sqrt(2 m phi)/hbar: 10.868 1/nm
Barrier thickness at Fermi level: 1.125 nm
Exponent G at Fermi level, closed form: 16.302
Exponent G at Fermi level, quadrature: 16.302
exp(-G) at Fermi level: 8.322e-08
Exact transmission at Fermi level, Airy: 1.563e-07
Exact transmission at Fermi level, ODE: 1.563e-07
Energy d, formula: 0.1840 eV
Energy d, numerical slope: 0.1840 eV
Ratio d/phi: 0.0409
Largest wavevector-sum deviation: 0.012 %
Leading width d ln 2: 0.1276 eV = 127.6 meV
Width with first correction: 0.1240 eV
Full WKB width: 0.1243 eV
Exact triangular-barrier width: 0.1255 eV
Exact width relative to d ln 2: 0.9837
Exact width at 1 V/nm: 0.0318 eV
Leading width at 1 V/nm: 0.0319 eV
Normal-energy half points u: 0.2320 and 2.6783
Normal-energy width factor: 2.4464
Normal-energy width, leading: 0.4502 eV
Normal-energy width, exact barrier: 0.4374 eV
Thermal energy kT at 300 K: 0.0259 eV
Exact-barrier width at 77 K: 0.1556 eV
Exact-barrier width at 300 K: 0.2214 eV
Image-force barrier lowering: 2.400 eV
Exponent with image force: 10.658
exp(-G) gain from image force: 282.5 times
Image-barrier WKB width at 0 K: 0.1191 eV
Image-barrier WKB width at 300 K: 0.2147 eV
Tip radius: 100 nm
Curved-tip WKB width at 0 K: 0.1224 eV
Emission current: 100 nA
Drift voltage: 2.0 kV
Drift length: 10 mm
Mean gap between electrons: 42.5 um
Coulomb push scale, one pair: 7.97 meV
verified
```
